# Leading Wigner-Kirkwood Correction from the Mean Squared Potential Gradient: a numerical check

```python
"""Leading Wigner-Kirkwood correction to a one-dimensional partition function.

Result under test:  Z = Z_cl * (1 - delta + O(hbar^4)),
    delta = hbar^2 beta^3 <V'^2> / (24 m),
with < > the classical average with weight exp(-beta V).
Reduced symbols: v = beta*V, b = hbar^2 beta/(2m), so delta = b <v'^2>/12.
Rotor: m is the moment of inertia, V = (V0/2)(1 - cos 3 phi), a = beta*V0/2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import i0e, i1e

# ---------- symbolic solution of the Bloch equation in powers of hbar ----------
beta, mass, p = sp.symbols("beta m p", positive=True)
d = sp.symbols("d1:8")                 # d[k] is derivative number k+1 of V


def ddx(f):
    return sum(sp.diff(f, d[k]) * d[k + 1] for k in range(6))


def source_one(f):
    return sp.I * p / mass * (ddx(f) - beta * d[0] * f)


def source_two(f):
    return (ddx(ddx(f)) - 2 * beta * d[0] * ddx(f)
            - beta * d[1] * f + beta**2 * d[0]**2 * f) / (2 * mass)


w = [sp.Integer(1)]
for order in range(1, 5):
    rate = source_one(w[order - 1])
    if order > 1:
        rate += source_two(w[order - 2])
    w.append(sp.expand(sp.integrate(sp.expand(rate), beta)))


def momentum_average(f):
    f = sp.expand(f)
    return sp.expand(sum(f.coeff(p, 2 * j) * sp.factorial2(2 * j - 1)
                         * (mass / beta)**j for j in range(5)))


w1_formula = -sp.I * beta**2 * p * d[0] / (2 * mass)
w2_formula = (p**2 / (2 * mass**2) * (beta**3 * d[1] / 3 - beta**4 * d[0]**2 / 4)
              + (-beta**2 * d[1] / 2 + beta**3 * d[0]**2 / 3) / (2 * mass))
assert sp.expand(w[1] - w1_formula) == 0
assert sp.expand(w[2] - w2_formula) == 0
local_two = -beta**2 * d[1] / (12 * mass) + beta**3 * d[0]**2 / (24 * mass)
assert sp.expand(momentum_average(w[2]) - local_two) == 0
fourth_local = sp.lambdify((mass,) + d[:4],
                           momentum_average(w[4]).subs(beta, 1), "numpy")


def average(f, v):
    weight = np.exp(-v)
    return np.sum(f * weight) / np.sum(weight)


def fourth_reduced(b, v, v1, v2):
    return b**2 * (average(v2**2, v) / 120 - average(v1**4, v) / 864)


# ---------- threefold rotor: matrix exponential in plane waves ----------
def rotor_density(a, b):
    top = int(np.sqrt(45 / b)) + 15
    n = np.arange(-top, top + 1)
    size = len(n)
    ham = np.diag(b * n**2 + a) - a / 2 * (np.eye(size, k=3) + np.eye(size, k=-3))
    energy, vec = np.linalg.eigh(ham)
    return n, (vec * np.exp(-energy)) @ vec.T


phi = np.linspace(0, 2 * np.pi, 600, endpoint=False)


def rotor_potential(a):
    s, c = np.sin(3 * phi), np.cos(3 * phi)
    return a * (1 - c), 3 * a * s, 9 * a * c, -27 * a * s, -81 * a * c


def rotor_classical(a, b):
    return 2 * np.pi * i0e(a) / np.sqrt(4 * np.pi * b)


# Phase-space function w from the matrix exponential; hbar halved at fixed p
even_rest, odd_rest = [], []
for n0 in (40, 80):
    a_test, b = 1.5, 1 / n0**2
    n, rho = rotor_density(a_test, b)
    x = np.linspace(0.05, 2.0, 40)
    v = a_test * (1 - np.cos(3 * x))
    v1, v2 = 3 * a_test * np.sin(3 * x), 9 * a_test * np.cos(3 * x)
    column = rho[:, np.where(n == n0)[0][0]]
    w_num = (np.exp(b * n0**2 + v - 1j * n0 * x)
             * (np.exp(1j * np.outer(x, n)) @ column))
    first = -n0 * b * v1
    second = (2 * b**2 * n0**2 * (v2 / 3 - v1**2 / 4)
              + b * (-v2 / 2 + v1**2 / 3))
    odd_rest.append(np.max(abs(w_num.imag - first)))
    even_rest.append(np.max(abs(w_num.real - 1 - second)))
odd_ratio = odd_rest[0] / odd_rest[1]
even_ratio = even_rest[0] / even_rest[1]
assert abs(odd_ratio / 8 - 1) < 0.1      # remainder of order hbar^3
assert abs(even_ratio / 16 - 1) < 0.1    # remainder of order hbar^4

# ---------- asymmetric anharmonic well on the line, sinc grid ----------
x = np.linspace(-6, 6, 301)
h = x[1] - x[0]
v = 0.5 * x**2 + 0.2 * x**3 + 0.1 * x**4
v1 = x + 0.6 * x**2 + 0.4 * x**3
v2 = 1 + 1.2 * x + 1.2 * x**2
v3, v4 = 1.2 + 2.4 * x, 2.4 + 0 * x
assert abs(average(v2, v) / average(v1**2, v) - 1) < 1e-9
b = 0.01
gap = np.subtract.outer(np.arange(301), np.arange(301))
safe = np.where(gap == 0, 1, gap)
kinetic = np.where(gap == 0, np.pi**2 / 3, 2 * (-1.0)**abs(gap) / safe**2)
levels = np.linalg.eigvalsh(b * kinetic / h**2 + np.diag(v))
line_ratio = np.sum(np.exp(-levels)) * np.sqrt(4 * np.pi * b) / (h * np.sum(np.exp(-v)))
line_delta = b * average(v1**2, v) / 12
line_fourth = average(fourth_local(1 / (2 * b), v1, v2, v3, v4), v)
assert abs((line_ratio - 1 + line_delta) / line_fourth - 1) < 0.05
assert abs(fourth_reduced(b, v, v1, v2) / line_fourth - 1) < 1e-7

# Harmonic oscillator from its level sum
u = 0.3
level_sum = np.sum(np.exp(-u * (np.arange(400) + 0.5)))
assert abs(u * level_sum - (1 - u**2 / 24 + 7 * u**4 / 5760)) < 1e-7

# Hard walls: correction of order hbar although the potential is flat inside
b = 0.001
box = np.sum(np.exp(-b * np.pi**2 * np.arange(1, 400)**2))
assert abs(box - (1 / np.sqrt(4 * np.pi * b) - 0.5)) < 1e-10


# ---------- exchange of the three hydrogens: trace with a turn by 2 pi/3 ----------
def exchange_bound(b):
    turns = 2 * np.pi / 3 + 2 * np.pi * np.arange(-6, 7)
    return 2 * np.pi / np.sqrt(4 * np.pi * b) * np.sum(np.exp(-turns**2 / (4 * b)))


def exchange_trace(a, b):
    n, rho = rotor_density(a, b)
    return np.sum(np.cos(2 * np.pi * n / 3) * np.diag(rho))


assert abs(exchange_trace(0.0, 0.2) - exchange_bound(0.2)) < 1e-10
assert 0 < exchange_trace(6.0, 0.2) < exchange_bound(0.2)

# ---------- worked example: methyl torsion of an ethyl ligand, diethylzinc ----------
barrier_ev, h_radius = 0.12, 1.02        # rough inputs: eV, angstrom
amu = const.atomic_mass
h_mass = (const.m_p + const.m_e) / amu
inertia = 3 * h_mass * h_radius**2       # amu angstrom^2
inertia_si = inertia * amu * 1e-20
rot_const = const.hbar**2 / (2 * inertia_si)
barrier = barrier_ev * const.e
omega = np.sqrt(4.5 * barrier / inertia_si)

# Frame recoil: rough united-atom geometry, anti form, centre of mass at Zn
bond_zn_c, bond_c_c, angle = 1.95, 1.54, 114.0
tilt = np.radians(180 - angle)
axis = np.array([np.cos(tilt), np.sin(tilt), 0.0])
inner = np.array([bond_zn_c, 0.0, 0.0])
outer = inner + bond_c_c * axis
mass_ch2, mass_ch3 = 12.011 + 2 * h_mass, 12.011 + 3 * h_mass
tensor = 2 * inertia * np.outer(axis, axis)
for point_mass, r in ((mass_ch2, inner), (mass_ch3, outer)):
    tensor += 2 * point_mass * (r @ r * np.eye(3) - np.outer(r, r))
full = np.zeros((4, 4))
full[:3, :3] = tensor
full[:3, 3] = full[3, :3] = inertia * axis
full[3, 3] = inertia
inertia_recoil = 1 / np.linalg.inv(full)[3, 3]
schur = inertia - inertia**2 * axis @ np.linalg.solve(tensor, axis)
assert abs(inertia_recoil / schur - 1) < 1e-10

print(f"barrier V0 = {barrier_ev:.2f} eV (rough input)")
print(f"H distance from axis = {h_radius:.2f} angstrom (rough input)")
print(f"moment of inertia I = {inertia:.3f} amu angstrom^2")
print(f"hbar^2/(2I) = {rot_const / const.e * 1e3:.4f} meV")
print(f"harmonic quantum hbar*omega = {const.hbar * omega / const.e * 1e3:.2f} meV")
print(f"Zn-C, C-C = {bond_zn_c:.2f}, {bond_c_c:.2f} angstrom (rough)")
print(f"Zn-C-C angle = {angle:.0f} degrees (rough)")
print(f"recoil-reduced I / I = {inertia_recoil / inertia:.4f}")
print(f"recoil change of ln Z_cl = {0.5 * np.log(inertia_recoil / inertia):.4f}")
print(f"w test, hbar halved: odd remainder falls by {odd_ratio:.2f}")
print(f"w test, hbar halved: even remainder falls by {even_ratio:.2f}")
print(f"line well: 1 - Z/Z_cl = {1 - line_ratio:.8f}, delta = {line_delta:.8f}")

for temperature in (150, 300, 450):
    kt = const.k * temperature
    a, b = barrier / (2 * kt), rot_const / kt
    v, v1, v2, v3, v4 = rotor_potential(a)
    bessel = i1e(a) / i0e(a)
    torque_sq = average(v1**2, v) * (kt / const.e)**2
    delta = (const.hbar**2 / (24 * inertia_si * kt**3)
             * torque_sq * const.e**2)
    delta_bessel = 3 * const.hbar**2 / (8 * inertia_si * kt) * a * bessel
    harmonic = (const.hbar * omega / kt)**2 / 24
    assert abs(delta / delta_bessel - 1) < 1e-10
    assert abs(delta / (harmonic * bessel) - 1) < 1e-10
    assert abs(average(v2, v) / average(v1**2, v) - 1) < 1e-10
    fourth = average(fourth_local(1 / (2 * b), v1, v2, v3, v4), v)
    assert abs(fourth_reduced(b, v, v1, v2) / fourth - 1) < 1e-9
    z_cl = rotor_classical(a, b)
    z_q = np.trace(rotor_density(a, b)[1])
    ratio = z_q / z_cl
    if temperature >= 300:
        assert abs((ratio - 1 + delta) / fourth - 1) < 0.15
    # same potential in units of kT, hbar halved: remainder must approach hbar^4 term
    small = np.trace(rotor_density(a, b / 4)[1]) / rotor_classical(a, b / 4)
    assert abs((small - 1 + delta / 4) / (fourth / 16) - 1) < 0.1
    molar = const.N_A * kt
    barrier_change = np.log(i0e(1.1 * a) / i0e(a))
    exchange = 2 * exchange_bound(b) / z_q
    print(f"T = {temperature} K: kT = {kt / const.e * 1e3:.3f} meV")
    print(f"  a = {a:.4f}, I1(a)/I0(a) = {bessel:.4f}")
    print(f"  mean squared torque = {torque_sq:.6f} eV^2/rad^2")
    print(f"  Z_cl = {z_cl:.5f}, Z = {z_q:.5f} (full circle)")
    print(f"  harmonic (hbar*omega/kT)^2/24 = {harmonic:.5f}")
    print(f"  delta = {delta:.5f}")
    print(f"  hbar^4 term of Z/Z_cl = {fourth:.6f}")
    print(f"  1 - Z/Z_cl by diagonalization = {1 - ratio:.5f}")
    print(f"  free-energy shift, leading = {molar * delta:.2f} J/mol")
    print(f"  free-energy shift, diagonalization = {-molar * np.log(ratio):.2f} J/mol")
    print(f"  barrier +10%: change of ln Z_cl = {barrier_change:.4f}")
    print(f"  H exchange: relative change of Z below {exchange:.1e}")

print("all assertions hold")
```

Output:

```
barrier V0 = 0.12 eV (rough input)
H distance from axis = 1.02 angstrom (rough input)
moment of inertia I = 3.146 amu angstrom^2
hbar^2/(2I) = 0.6644 meV
harmonic quantum hbar*omega = 26.79 meV
Zn-C, C-C = 1.95, 1.54 angstrom (rough)
Zn-C-C angle = 114 degrees (rough)
recoil-reduced I / I = 0.9238
recoil change of ln Z_cl = -0.0396
w test, hbar halved: odd remainder falls by 7.99
w test, hbar halved: even remainder falls by 15.92
line well: 1 - Z/Z_cl = 0.00135472, delta = 0.00135575
T = 150 K: kT = 12.926 meV
  a = 4.6418, I1(a)/I0(a) = 0.8844
  mean squared torque = 0.006173 eV^2/rad^2
  Z_cl = 1.49307, Z = 1.28471 (full circle)
  harmonic (hbar*omega/kT)^2/24 = 0.17895
  delta = 0.15826
  hbar^4 term of Z/Z_cl = 0.021197
  1 - Z/Z_cl by diagonalization = 0.13955
  free-energy shift, leading = 197.38 J/mol
  free-energy shift, diagonalization = 187.45 J/mol
  barrier +10%: change of ln Z_cl = -0.0509
  H exchange: relative change of Z below 6.6e-09
T = 300 K: kT = 25.852 meV
  a = 2.3209, I1(a)/I0(a) = 0.7440
  mean squared torque = 0.010387 eV^2/rad^2
  Z_cl = 3.11966, Z = 3.01964 (full circle)
  harmonic (hbar*omega/kT)^2/24 = 0.04474
  delta = 0.03329
  hbar^4 term of Z/Z_cl = 0.001273
  1 - Z/Z_cl by diagonalization = 0.03206
  free-energy shift, leading = 83.03 J/mol
  free-energy shift, diagonalization = 81.28 J/mol
  barrier +10%: change of ln Z_cl = -0.0562
  H exchange: relative change of Z below 2.2e-18
T = 450 K: kT = 38.778 meV
  a = 1.5473, I1(a)/I0(a) = 0.6076
  mean squared torque = 0.012723 eV^2/rad^2
  Z_cl = 4.88254, Z = 4.82473 (full circle)
  harmonic (hbar*omega/kT)^2/24 = 0.01988
  delta = 0.01208
  hbar^4 term of Z/Z_cl = 0.000246
  1 - Z/Z_cl by diagonalization = 0.01184
  free-energy shift, leading = 45.20 J/mol
  free-energy shift, diagonalization = 44.56 J/mol
  barrier +10%: change of ln Z_cl = -0.0580
  H exchange: relative change of Z below 9.0e-28
all assertions hold
```
